# Low-Concentration Capacitance of Charged Hard Spheres in the Mean-Spherical Approximation: verification in Python

```python
"""
Result under test: for equal charged hard spheres (diameter d) at a weakly
charged hard wall, the mean-spherical approximation (MSA) gives
    C = 2*Gamma*eps,   2*Gamma = (sqrt(1 + 2*kappa*d) - 1)/d,
    eps/C = 1/kappa + d/2 - kappa*d**2/4 + ...
kappa: inverse Debye length; eps: permittivity; C: capacitance per area.
In the tests d = 1 and x = kappa*d. The wall is at z = 0, ion centres are
at z >= d/2, and zeta = z - d/2. There are no image charges in the MSA model.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import toeplitz


def gamma_msa(x):
    return (np.sqrt(1 + 2 * x) - 1) / 2


def planar_short_kernel(z, x):
    """Density times planar integral of c(r) + l_B/r, nonzero for |z| < 1."""
    g = gamma_msa(x)
    b = g / (1 + g)
    z = np.abs(z)
    inside = (1 - z) - b * (1 - z**2) + b**2 * (1 - z**3) / 3
    return np.where(z < 1, x**2 / 2 * inside, 0.0)


def d_function(p, x):
    g = gamma_msa(x)
    return p**2 + 2 * g * p + 2 * g**2 * (1 - np.exp(-p))


# Bulk test: transform the explicit direct correlation function, check the
# factorisation, then check that the resulting pair function has an empty core.
nodes, weights = np.polynomial.legendre.leggauss(300)
nodes, weights = (nodes + 1) / 2, weights / 2
dk = 0.02
k = (np.arange(20000) + 0.5) * dk
cosines = np.cos(np.outer(k, nodes))
core_error = 0.0
for x in (0.6, 2.0):
    short_part = 2 * cosines @ (weights * planar_short_kernel(nodes, x))
    structure = 1 / (1 + x**2 / k**2 - short_part)
    factored = k**4 / np.abs(d_function(1j * k, x))**2
    assert np.max(np.abs(structure / factored - 1)) < 1e-8
    g = gamma_msa(x)
    for z in (0.0, 0.3, 0.6):
        planar_h = np.sum((structure - 1) * np.cos(k * z)) * dk / np.pi
        core_error = max(core_error, abs(planar_h + g / (1 + g)))
# The tolerance covers the cut-off of the oscillating large-k tail.
assert core_error < 3e-5
del cosines

# No zeros of D(p)/p in the right half-plane: winding number must vanish.
for x in (0.1, 1.0, 5.0):
    radius = 60.0
    arc = radius * np.exp(1j * np.linspace(-np.pi / 2, np.pi / 2, 20001))
    axis = 1j * np.linspace(radius, -radius, 40000)
    path = np.concatenate([arc, axis])
    values = d_function(path, x) / path
    winding = np.sum(np.angle(values[1:] / values[:-1])) / (2 * np.pi)
    assert abs(winding) < 1e-6


def solve_wall(x, steps_per_diameter, length):
    """Solve the half-space equation for e*s/(eps*kT) = 1 and d = 1."""
    step = 1 / steps_per_diameter
    n = int(round(length / step)) + 1
    zeta = np.arange(n) * step
    w = np.full(n, step)
    w[0] = w[-1] = step / 2
    column = planar_short_kernel(zeta, x) + x**2 / 2 * zeta
    matrix = np.zeros((n + 1, n + 1))
    matrix[:n, :n] = -toeplitz(column) * w
    matrix[np.arange(n), np.arange(n)] += 1
    matrix[:n, n] = 1                       # unknown constant of potential
    matrix[n, :n] = x**2 * w                # total charge neutrality
    rhs = np.append((zeta + 0.5) / 2, -1.0)
    answer = np.linalg.solve(matrix, rhs)
    h, constant = answer[:n], answer[n]
    wall_potential = constant - x**2 / 2 * np.sum(w * (zeta + 0.5) * h)
    return zeta, h, wall_potential


wall_error = profile_error = 0.0
small_x, layer = [], []
for x, per_d, length in ((0.1, 12, 180), (0.2, 20, 90), (0.3, 25, 60),
                         (1.3, 40, 25), (3.0, 40, 25)):
    zeta, h, potential = solve_wall(x, per_d, length)
    g = gamma_msa(x)
    wall_error = max(wall_error, abs(potential * 2 * g - 1))
    near = zeta <= 1
    formula = -np.exp(-g * zeta) * (np.cos(g * zeta) - np.sin(g * zeta)) / x
    profile_error = max(profile_error,
                        np.max(np.abs(h[near] - formula[near])) * x)
    if x < 0.5:
        small_x.append(x)
        layer.append(potential - 1 / x)
# Tolerances allow for the second-order error of the trapezoidal grid.
assert wall_error < 1e-3
assert profile_error < 2e-3
curvature, slope, intercept = np.polyfit(small_x, layer, 2)
# Three-point extrapolation leaves out the cubic and higher terms.
assert abs(intercept - 0.5) < 0.003
assert abs(slope + 0.25) < 0.03

# Symbolic expansion of the reciprocal capacitance and its remainder bound.
xs = sp.symbols("x", positive=True)
reciprocal = xs / (sp.sqrt(1 + 2 * xs) - 1)
series = sp.series(reciprocal, xs, 0, 4).removeO()
expected = 1 + xs / 2 - xs**2 / 4 + xs**3 / 4
assert sp.expand(series - expected) == 0
for x in np.geomspace(0.01, 50, 60):
    deficit = 1 / x + 0.5 - 1 / (2 * gamma_msa(x))
    assert 0 < deficit < min(0.5, x / 4)


def diffuse_length(kappa, density_factor):
    """-psi/psi' at zeta=0 for psi'' = kappa^2*density_factor*psi."""
    result = solve_ivp(
        lambda z, u: u**2 - kappa**2 * density_factor(z),
        (12 / kappa, 0), [kappa], rtol=1e-9, atol=1e-12)
    assert result.success
    return 1 / result.y[0, -1]


# Small density change: compare the solver with first-order perturbation.
trial = diffuse_length(1.0, lambda z: 1 + 0.001 * np.exp(-2 * z)) - 1
assert abs(trial + 0.001 / 4) < 1e-6

y_grid = np.linspace(0, 25, 5001)
y_weights = np.full(y_grid.size, y_grid[1])
y_weights[[0, -1]] /= 2
y_weights = y_weights * np.exp(-2 * y_grid) * np.sinh(y_grid)


def lost_atmosphere(kappa, bjerrum, zeta):
    """Self-energy rise over kT beside an ion-free half-space, equal eps."""
    decay = np.exp(-2 * kappa * zeta * np.cosh(y_grid))
    return kappa * bjerrum / 2 * np.sum(y_weights * decay)


assert abs(lost_atmosphere(1.0, 1.0, 0.0) - 1 / 6) < 1e-5

# Dilute HCl example; permittivities and diameter are rough typical inputs.
temperature, eps_r, d_nm = 298.15, 78.0, 0.40
eps = eps_r * const.epsilon_0
thermal = const.k * temperature
bjerrum_nm = const.e**2 / (4 * np.pi * eps * thermal) * 1e9


def inverse_debye_nm(molar, permittivity=eps, kelvin=temperature):
    density = 2 * molar * 1000 * const.N_A
    return np.sqrt(density * const.e**2
                   / (permittivity * const.k * kelvin)) * 1e-9


def capacitance(length_nm, permittivity=eps):
    return permittivity / (length_nm * 1e-9) * 100      # uF/cm2


print(f"Bulk empty-core test, largest error: {core_error:.1e} (1/d)")
print(f"Wall capacitance test, largest relative error: {wall_error:.1e}")
print(f"Wall profile test, error over contact value: {profile_error:.1e}")
print(f"Extrapolated layer thickness: {intercept:.4f} d")
print(f"Extrapolated next coefficient: {slope:.3f} (kappa d^2)")
print(f"Temperature: {temperature:.2f} K")
print(f"Relative permittivity (rough input): {eps_r:.0f}")
print(f"Ion diameter (rough input): {d_nm:.2f} nm")
print(f"Bjerrum length: {bjerrum_nm:.3f} nm")
for molar in (0.001, 0.01, 0.1, 1.0):
    kap = inverse_debye_nm(molar)
    msa_length = d_nm / (2 * gamma_msa(kap * d_nm))
    series_length = 1 / kap + d_nm / 2
    print(f"HCl {molar:g} mol/L: Debye length {1/kap:.3f} nm, "
          f"kappa d {kap*d_nm:.4f}")
    print(f"  lengths eps/C: MSA {msa_length:.4f} nm, "
          f"Debye+Stern {series_length:.4f} nm")
    print(f"  C: Debye {capacitance(1/kap):.2f}, Debye+Stern "
          f"{capacitance(series_length):.2f}, MSA "
          f"{capacitance(msa_length):.2f} uF/cm2")
    print(f"  Debye+Stern error against MSA: "
          f"{100*(msa_length/series_length-1):.3f} %")
limit_molar = (0.5 / (inverse_debye_nm(1.0) * d_nm))**2
print(f"Series convergence limit: {limit_molar:.3f} mol/L")

molar = 0.01
kap = inverse_debye_nm(molar)
msa_length = d_nm / (2 * gamma_msa(kap * d_nm))
charge = 0.1                                            # uC/cm2
field = charge * 0.01 / eps                             # V/m
total_mv = field * msa_length * 1e-6
stern_mv = field * d_nm / 2 * 1e-6
print("Worked state: HCl 0.01 mol/L")
print(f"Two Gamma: {1/msa_length:.4f} 1/nm")
print(f"Next series term, -kappa d^2/4: {-kap*d_nm**2/4:.5f} nm")
print(f"Surface charge: {charge:.2f} uC/cm2")
print(f"Field in ion-free layer: {field*1e-8:.4f} MV/cm")
print(f"Potential: total {total_mv:.3f} mV, ion-free layer {stern_mv:.3f} mV, "
      f"diffuse part {total_mv-stern_mv:.3f} mV")

half_reduced = np.arcsinh(field * const.e / (2 * kap * 1e9 * thermal))
nonlinear = 100 * (np.cosh(half_reduced) - 1)
print(f"Neglected nonlinearity, rise of diffuse C: {nonlinear:.3f} %")
contact_image = bjerrum_nm / (2 * d_nm)
image_length = diffuse_length(
    kap, lambda z: np.exp(bjerrum_nm * np.exp(-2 * kap * z)
                          / (4 * (z + d_nm / 2))))
print(f"Metal image attraction at contact, unscreened: {contact_image:.3f} kT")
print(f"Estimated image shift of eps/C: {image_length-1/kap:.3f} nm")
for dilute in (0.001, 0.01):
    q = inverse_debye_nm(dilute)
    shifted = diffuse_length(
        q, lambda z: np.exp(-lost_atmosphere(q, bjerrum_nm, float(z))))
    print(f"Estimated lost-atmosphere shift at {dilute:g} mol/L: "
          f"{shifted-1/q:.4f} nm")
inner_eps_r = 10.0
inner_length = msa_length - d_nm / 2 + d_nm / 2 * eps_r / inner_eps_r
print(f"Inner-water relative permittivity (rough input): {inner_eps_r:.0f}")
print(f"C with that inner layer: {capacitance(inner_length):.2f} uF/cm2")
hot_temperature, hot_eps_r = 343.15, 64.0
hot_eps = hot_eps_r * const.epsilon_0
hot_kap = inverse_debye_nm(molar, hot_eps, hot_temperature)
hot_length = d_nm / (2 * gamma_msa(hot_kap * d_nm))
print(f"Hot bath: {hot_temperature:.2f} K, relative permittivity "
      f"(rough input) {hot_eps_r:.0f}")
print(f"MSA C in hot bath: {capacitance(hot_length, hot_eps):.2f} uF/cm2")
print("every check passed")
```

It prints:

```
Bulk empty-core test, largest error: 2.6e-06 (1/d)
Wall capacitance test, largest relative error: 2.9e-04
Wall profile test, error over contact value: 2.1e-04
Extrapolated layer thickness: 0.4989 d
Extrapolated next coefficient: -0.231 (kappa d^2)
Temperature: 298.15 K
Relative permittivity (rough input): 78
Ion diameter (rough input): 0.40 nm
Bjerrum length: 0.719 nm
HCl 0.001 mol/L: Debye length 9.589 nm, kappa d 0.0417
  lengths eps/C: MSA 9.7851 nm, Debye+Stern 9.7891 nm
  C: Debye 7.20, Debye+Stern 7.06, MSA 7.06 uF/cm2
  Debye+Stern error against MSA: -0.041 %
HCl 0.01 mol/L: Debye length 3.032 nm, kappa d 0.1319
  lengths eps/C: MSA 3.2207 nm, Debye+Stern 3.2324 nm
  C: Debye 22.78, Debye+Stern 21.37, MSA 21.44 uF/cm2
  Debye+Stern error against MSA: -0.362 %
HCl 0.1 mol/L: Debye length 0.959 nm, kappa d 0.4171
  lengths eps/C: MSA 1.1288 nm, Debye+Stern 1.1589 nm
  C: Debye 72.02, Debye+Stern 59.59, MSA 61.18 uF/cm2
  Debye+Stern error against MSA: -2.597 %
HCl 1 mol/L: Debye length 0.303 nm, kappa d 1.3191
  lengths eps/C: MSA 0.4408 nm, Debye+Stern 0.5032 nm
  C: Debye 227.75, Debye+Stern 137.24, MSA 156.67 uF/cm2
  Debye+Stern error against MSA: -12.404 %
Series convergence limit: 0.144 mol/L
Worked state: HCl 0.01 mol/L
Two Gamma: 0.3105 1/nm
Next series term, -kappa d^2/4: -0.01319 nm
Surface charge: 0.10 uC/cm2
Field in ion-free layer: 0.0145 MV/cm
Potential: total 4.663 mV, ion-free layer 0.290 mV, diffuse part 4.374 mV
Neglected nonlinearity, rise of diffuse C: 0.364 %
Metal image attraction at contact, unscreened: 0.898 kT
Estimated image shift of eps/C: -0.265 nm
Estimated lost-atmosphere shift at 0.001 mol/L: 0.0204 nm
Estimated lost-atmosphere shift at 0.01 mol/L: 0.0204 nm
Inner-water relative permittivity (rough input): 10
C with that inner layer: 15.08 uF/cm2
Hot bath: 343.15 K, relative permittivity (rough input) 64
MSA C in hot bath: 18.08 uF/cm2
every check passed
```
